# Level crossing and selective electric quenching of metastable hydrogen

**Question.** A hydrogen atom in the \(n=2\) shell stands in a magnetic field \(B\) along \(z\). At \(B=0\) the level 2S1/2 lies above 2P1/2 by the Lamb shift \(L\), measured to be about 1.1 GHz; as the input of the model take \(L/h=1058\) MHz. Label the 2S1/2 states with \(m=+\tfrac12,-\tfrac12\) as \(\alpha,\beta\), and the 2P1/2 states with \(m=+\tfrac12,-\tfrac12\) as \(e,f\).

Use Hartree atomic units in formulas (\(\hbar=1\)); energies are quoted as frequencies \(E/h\) in MHz. Take a fixed nucleus, an electron spin factor \(g_s=2\) and no diamagnetic term. Ignore the proton spin until part (f). Write \(b=\mu_BB\), where \(\mu_B/h=13996.24\) MHz/T, and put the zero of energy at 2P1/2 for \(B=0\).

## (a) Energies in the magnetic field

*Find the fine-structure interval \(\Delta\) between 2P3/2 and 2P1/2, and the energies of \(\alpha,\beta,e,f\) for any ratio \(b/\Delta\).*

**Answer.** For the potential \(-1/r\) the spin-orbit term is \(\zeta\,\mathbf L\cdot\mathbf S\), with \(\zeta=(\alpha_{fs}^2/2)\langle r^{-3}\rangle\) and \(\alpha_{fs}\) the fine-structure constant. With \(R_{21}=re^{-r/2}/(2\sqrt6)\),

\[
\langle r^{-3}\rangle=\frac1{24}\int_0^\infty r\,e^{-r}dr=\frac1{24},\qquad \zeta=\frac{\alpha_{fs}^2}{48}.
\]

Since \(\mathbf L\cdot\mathbf S=\tfrac12[j(j+1)-2-\tfrac34]\) equals \(\tfrac12\) for \(j=\tfrac32\) and \(-1\) for \(j=\tfrac12\),

\[
\Delta=\tfrac32\zeta=\frac{\alpha_{fs}^2}{32},\qquad \Delta/h=10949.3\ \text{MHz}.
\]

The other relativistic corrections of this order shift all 2P states equally and are absorbed in the zero of energy. This value belongs to the model with \(g_s=2\) and a fixed nucleus; the anomalous electron moment and the finite proton mass raise \(\Delta/h\) to about 10969 MHz in real hydrogen.

The Zeeman term is \(b(L_z+2S_z)\). For 2S it gives

\[
E_\alpha=L+b,\qquad E_\beta=L-b .
\]

In 2P, \(m_j=m_l+m_s\) is conserved. For \(m_j=+\tfrac12\) the basis is \(|0{\uparrow}\rangle,|1{\downarrow}\rangle\), labelled by \(m_l\) and electron spin. Write \(\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)\). The diagonal elements are \(0\) and \(-\tfrac12\). Because \(L_+|0\rangle=\sqrt2\,|1\rangle\), the off-diagonal one is \(1/\sqrt2\). The Zeeman energies are \(b\) and \(b(1-1)=0\). Adding \(\zeta\) to put 2P1/2 at zero, and using \(\zeta=2\Delta/3\), we get

\[
H_{+1/2}=\begin{pmatrix}\tfrac23\Delta+b&\tfrac{\sqrt2}{3}\Delta\\[2pt] \tfrac{\sqrt2}{3}\Delta&\tfrac13\Delta\end{pmatrix}.
\]

The trace is \(\Delta+b\). The squared separation of the eigenvalues is

\[
R^2=\left(\tfrac13\Delta+b\right)^2+\tfrac89\Delta^2=\Delta^2+\tfrac23b\Delta+b^2 .
\]

The lower eigenvalue, which vanishes at \(b=0\), belongs to \(e\):

\[
E_e=\tfrac12(\Delta+b-R).
\]

For \(m_j=-\tfrac12\) the basis \(|0{\downarrow}\rangle,|{-1}{\uparrow}\rangle\) has the same spin-orbit elements and Zeeman energies \(-b,0\). Hence \(E_f\) follows from \(E_e\) by \(b\to-b\).

The composition of \(e\) will be needed. Only \(|0{\uparrow}\rangle\) has a \(b\)-dependent diagonal element, with unit slope, so \(dE_e/db\) is the weight of \(|0{\uparrow}\rangle\) in \(e\). The weight of \(|1{\downarrow}\rangle\) is therefore

\[
c^2=1-\frac{dE_e}{db}=\frac12\left(1+\frac{b+\Delta/3}{R}\right).
\]

It is \(\tfrac23\) at \(b=0\) and tends to 1 for \(b\gg\Delta\), the Paschen-Back limit, where orbit and spin decouple.

For small \(b\), the expansion \(\sqrt{1+x}\approx1+x/2-x^2/8\) with \(x=2b/(3\Delta)+b^2/\Delta^2\) gives \(R\approx\Delta+b/3+4b^2/(9\Delta)\), so

\[
E_e\approx\frac b3-\frac{2b^2}{9\Delta}.
\]

The first term is the linear Zeeman effect. The second is the repulsion by 2P3/2.

## (b) The crossing field

*At what field does \(\beta\) cross \(e\)? How does the answer differ from that of the linear Zeeman effect?*

**Answer.** Setting \(L-b=\tfrac12(\Delta+b-R)\) gives

\[
R=\Delta-2L+3b .
\]

Squaring, and inserting \(R^2\),

\[
\Delta^2+\tfrac23b\Delta+b^2=(\Delta-2L)^2+6b(\Delta-2L)+9b^2 .
\]

Collect the terms on the right, use \((\Delta-2L)^2-\Delta^2=-4L(\Delta-L)\), and divide by 4:

\[
2b^2+\left(\tfrac43\Delta-3L\right)b-L(\Delta-L)=0 .
\]

Since \(L<\Delta\), the product of the roots is negative and there is one positive root. It also satisfies the unsquared equation, because \(\Delta>2L\) makes \(\Delta-2L+3b\) positive. In MHz, \(\tfrac43\Delta-3L=11425.1\) and \(8L(\Delta-L)=8.3720\times10^7\), so

\[
\frac bh=\frac{-11425.1+\sqrt{11425.1^2+8.3720\times10^7}}{4}=803.1\ \text{MHz},
\]

\[
B_0=\frac{803.07}{13996.24}\ \text{T}=0.0574\ \text{T}.
\]

The linear effect alone gives \(L-b=b/3\), so \(b=\tfrac34L\) and \(B=0.0567\) T. Repulsion by 2P3/2 puts \(e\) at 254.9 MHz at the true crossing, below the linear value \(b/3=267.7\) MHz. The falling level \(\beta\) must therefore go further down to meet it, which raises the crossing field.

Including the anomalous electron moment changes \(B_0\) from 0.05738 to 0.05735 T. The diamagnetic energy of 2S is about \(10^{-3}\) MHz. Both are negligible here.

## (c) Which electric field couples the crossing states?

*A static electric field \(F\) is added. Show which direction couples \(\beta\) to \(e\), and find the coupling \(V\).*

**Answer.** Without an electric field, \(\beta\) and \(e\) have opposite parity and different \(m_j\), so they cross without mixing. An electric field adds \(\mathbf F\cdot\mathbf r\) for the electron, which is odd under parity and leaves the spin alone.

A field along \(B\) adds \(Fz\), which conserves \(m_l\) and hence \(m_j\). It cannot couple \(\beta\) (\(m_j=-\tfrac12\)) to \(e\) (\(m_j=+\tfrac12\)). A transverse field adds \(Fx\), which changes \(m_l\) by \(\pm1\). Starting from \(\beta=|2S{\downarrow}\rangle\), it reaches the component \(|1{\downarrow}\rangle\) of \(e\).

With \(R_{20}=(1-r/2)e^{-r/2}/\sqrt2\), the radial factor is

\[
\int_0^\infty R_{20}R_{21}r^3dr=\frac1{4\sqrt3}\int_0^\infty\left(r^4-\tfrac12r^5\right)e^{-r}dr=\frac{24-60}{4\sqrt3}=-3\sqrt3 .
\]

For the angular factor, \(x/r=\sqrt{2\pi/3}\,(Y_{1,-1}-Y_{11})\) and \(Y_{1,-1}=-Y_{11}^*\), so

\[
\langle Y_{00}|x/r|Y_{11}\rangle=\frac1{\sqrt{4\pi}}\sqrt{\frac{2\pi}3}\,(-1)=-\frac1{\sqrt6}.
\]

The product is \(3/\sqrt2\). Up to an irrelevant phase,

\[
V=\frac3{\sqrt2}\,c\,F .
\]

At \(B_0\), \(c^2=0.698\), slightly above its zero-field value. For \(F=1\) V/cm this gives \(V/h=2.268\) MHz.

## (d) Quenching rate of \(\beta\)

*2P decays to 1S by spontaneous emission, at the dipole rate \(\gamma=\tfrac43\alpha_{fs}^3\omega^3|d|^2\). Find \(\gamma\) and the decay rate that the transverse field gives to \(\beta\).*

**Answer.** Here \(\omega=\tfrac12(1-\tfrac14)=\tfrac38\). With \(R_{10}=2e^{-r}\) and an angular factor \(1/\sqrt3\),

\[
d=\langle1S|z|2P_0\rangle=\frac1{\sqrt{18}}\int_0^\infty r^4e^{-3r/2}dr=\frac{24}{\sqrt{18}}\left(\frac23\right)^5=4\sqrt2\left(\frac23\right)^5 .
\]

Thus

\[
\gamma=\frac43\cdot\frac{27}{512}\cdot32\left(\frac23\right)^{10}\alpha_{fs}^3=\left(\frac23\right)^8\alpha_{fs}^3 ,
\]

because the numerical prefactor is \(\tfrac94\). This is \(6.268\times10^8\ \text{s}^{-1}\), or \(\gamma/2\pi=99.76\) MHz. By rotational symmetry it is the same for every \(m_l\), and the spin does not matter.

Let \(a\) and \(p\) be the amplitudes of \(\beta\) and \(e\), and \(\delta=E_\beta-E_e\). Measuring energy from \(E_\beta\),

\[
i\dot a=Vp,\qquad i\dot p=Va-\left(\delta+\tfrac i2\gamma\right)p .
\]

A mode \(e^{-i\lambda t}\) requires \(\lambda(\lambda+\delta+i\gamma/2)=V^2\), and its population decays at \(\Gamma=-2\,\mathrm{Im}\,\lambda\). For weak coupling the slow mode has \(\lambda\approx V^2/(\delta+i\gamma/2)\), so

\[
\Gamma\approx\frac{\gamma V^2}{\delta^2+\gamma^2/4}.
\]

At the crossing, \(\delta=0\) and \(\lambda=-i\gamma/4\pm\sqrt{V^2-\gamma^2/16}\). For \(V<\gamma/4\) the slow mode, which is mostly \(\beta\), decays at

\[
\Gamma_\beta=\frac\gamma2\left(1-\sqrt{1-\frac{16V^2}{\gamma^2}}\right)\approx\frac{4V^2}{\gamma}.
\]

The last form holds for \(V\ll\gamma/4\). At 1 V/cm, \(V/\gamma=2.268/99.76=0.0227\), and \(4V^2/\gamma=1.30\times10^6\ \text{s}^{-1}\).

The rate grows as \(F^2\) only while the coupling is weak. At \(V=\gamma/4\), which is \(F=99.76/(4\times2.268)=11.0\) V/cm, the square root vanishes. Above that field both modes decay at \(\gamma/2\) and the population oscillates between \(\beta\) and \(e\); a stronger field no longer raises the rate in this two-state model.

## (e) Why \(\alpha\) survives

*Compare the rates for \(\alpha\) and \(\beta\) at \(B_0\) with \(F=1\) V/cm, transverse and then longitudinal. What survives after a beam has travelled 10 cm along \(B\) at \(10^4\) m/s in the transverse field?*

**Answer.** The operator \(x\) takes \(\alpha=|2S{\uparrow}\rangle\) to \(|{\pm1}{\uparrow}\rangle\). Its nearest partner is \(f\), in which \(|{-1}{\uparrow}\rangle\) has weight \(c_f^2=0.633\). But \(\alpha\) has moved up and \(f\) down, to 1861.1 and \(-281.1\) MHz, so the detuning is 2142.2 MHz. The weak-field formula gives

\[
\frac{\Gamma_\beta}{\Gamma_{\alpha\to f}}\approx\frac{c^2}{c_f^2}\left[1+4\left(\frac{2142.2}{99.76}\right)^2\right]\approx2.0\times10^3 .
\]

The 2P3/2 states, also reached by \(x\), raise the rate of \(\alpha\) from 637 to \(700\ \text{s}^{-1}\). Diagonalizing the full eight-state matrix with decay gives a ratio of 1855. The selectivity thus comes from resonance: both states have couplings of similar size, but only \(\beta\) is degenerate with a short-lived state it can reach.

In a longitudinal field \(\beta\) couples to \(f\), 536 MHz away, and \(\alpha\) to \(e\), 1606 MHz away. Without the proton spin, neither is resonant. The rates, again with 2P3/2 included, are \(1.18\times10^4\) and \(1.15\times10^3\ \text{s}^{-1}\), a ratio of only 10.

The flight lasts \(10\ \mu\text{s}\). In the transverse field the surviving fractions are

\[
\beta:\ e^{-12.98}\approx2.3\times10^{-6},\qquad \alpha:\ e^{-0.0070}\approx0.993 .
\]

The atoms still in 2S at the end have their electron spins almost all up; the quenched atoms remain in the beam, but in 1S. The spontaneous decay of 2S itself, with a lifetime of roughly a tenth of a second, is neglected.

If the beam ran across \(B\) instead, the atoms would feel a motional field \(\mathbf v\times\mathbf B\) of size \(10^4\times0.0574\) V/m \(=5.7\) V/cm. It is perpendicular to \(B\), so it would quench \(\beta\) without any applied electric field.

## (f) The proton spin

*Find the width of the resonance in \(B\), and explain why real hydrogen has two such crossings.*

**Answer.** From part (a), \(d\delta/db=-1-(1-c^2)=-(2-c^2)\). In a weak electric field the rate halves at \(|\delta|=\gamma/2\), so the half width at half maximum is

\[
\Delta B=\frac{\gamma}{2(2-c^2)\mu_B}=\frac{49.88}{1.302\times13996}\ \text{T}=2.74\ \text{mT}.
\]

The magnetic interaction with the proton spin \(\mathbf I\) is

\[
k\left[\frac{8\pi}3\delta^3(\mathbf r)\,\mathbf S\cdot\mathbf I+\frac{\mathbf N\cdot\mathbf I}{r^3}\right],\qquad \mathbf N=\mathbf L-\mathbf S+3\mathbf n(\mathbf n\cdot\mathbf S),
\]

where \(\mathbf n=\mathbf r/r\) and \(k=\alpha_{fs}^2g_pm_e/(2m_p)\), with \(g_p\) the proton \(g\) factor. In 2S the density at the nucleus is \(1/(8\pi)\), and the energy is \(A_S\mathbf S\cdot\mathbf I\) with \(A_S=k/3\).

In 2P1/2, \(\mathbf N\) may be replaced by its projection on \(\mathbf J\). Using \(\mathbf n\cdot\mathbf L=0\) and \((\mathbf n\cdot\mathbf S)^2=\tfrac14\), we find \(\mathbf N\cdot\mathbf J=L^2-S^2+\tfrac34=2\). Dividing by \(j(j+1)=\tfrac34\) and multiplying by \(\langle r^{-3}\rangle=\tfrac1{24}\) gives \(A_P=k/9\). Numerically, \(A_S/h=177.64\) MHz and \(A_P/h=59.21\) MHz.

To first order, proton spin up shifts \(\beta\) by \(-A_S/4\) and \(e\) by \(+A_P/4\). The gap \(\delta\) shrinks by \((A_S+A_P)/4\), and the crossing moves down by

\[
\frac{A_S+A_P}{4(2-c^2)\mu_B}=\frac{59.21}{1.302\times13996}\ \text{T}=3.25\ \text{mT}.
\]

Proton spin down moves it up by the same amount. This estimate uses the zero-field form of the 2P1/2 interaction. Diagonalization with all hyperfine terms puts the crossings of this model at 0.05384 T (proton up) and 0.06055 T (proton down); the anomalous electron moment lowers both by 0.03 mT, so that they round to 0.0538 and 0.0605 T. The value 0.0574 T is thus the nuclear-spin-free crossing, and real hydrogen has, on each side of it, one \(\beta\)-\(e\) crossing that the transverse field couples. The sublevels of \(\beta\) and \(e\) with opposite proton spins also cross, but their total projections \(m_j+m_I\) differ by 0 or 2, whereas the transverse field changes this projection by \(\pm1\), so it does not couple them directly. A longitudinal field conserves this projection, and through hyperfine mixing it does couple \(\beta\) with proton up to \(e\) with proton down, which cross at 0.0553 T. The coupling is 0.25 MHz at 1 V/cm, and at \(B_0\) the longitudinal rate of that \(\beta\) state is \(2.2\times10^4\ \text{s}^{-1}\), against \(1.18\times10^4\ \text{s}^{-1}\) without the proton spin.

The splitting is comparable with the resonance width, so quenching at 0.0574 T still works, but off resonance. At \(B_0=0.05738\) T the rates of \(\beta\) at 1 V/cm fall to \(4.9\times10^5\) (proton up) and \(5.5\times10^5\ \text{s}^{-1}\) (proton down). On the flank of a resonance the last digit depends on the field: at 0.05740 T the rates are \(4.8\times10^5\) and \(5.6\times10^5\ \text{s}^{-1}\). After the same flight 0.8% and 0.4% of these states remain, against 99.3% of \(\alpha\) for either proton spin.

At 0.0538 T the two rates are \(1.29\times10^6\) and \(1.8\times10^5\ \text{s}^{-1}\): the field then also discriminates between the proton spins. The numerical check checks the crossing formula and the quenching rates by matrix diagonalization.

## Values computed for the example and the checks

```
Lamb shift L (input) = 1058.0 MHz
Fine-structure interval D = 10949.3 MHz
Same interval from Dirac energies = 10949.6 MHz
Bohr magneton / h = 13996.24 MHz/T
Linear-Zeeman crossing field = 0.05669 T
b = mu_B B at crossing = 803.07 MHz
Crossing field beta-e, formula = 0.05738 T
Crossing field beta-e, diagonalization = 0.05738 T
Same with anomalous electron moment = 0.05735 T
Crossing field beta-f = 0.11979 T
Common energy of beta and e = 254.93 MHz
Linear Zeeman energy of e, b/3 = 267.69 MHz
Energy of f = -281.09 MHz
Energy of alpha = 1861.07 MHz
Detuning alpha-f = 2142.2 MHz
Diamagnetic energy of 2S = 1.37e-03 MHz
Weight c^2 in e at crossing = 0.6980
Weight of |m_l=-1,up> in f = 0.6329
2P decay rate gamma = 6.2683e+08 1/s
2P lifetime = 1.595 ns
gamma/(2 pi) = 99.76 MHz
Electric field F (input) = 1.0 V/cm
Coupling V/h at F = 2.268 MHz
Weak-field rate 4V^2/gamma = 1.2956e+06 1/s
Beta rate, transverse F = 1.2984e+06 1/s
Alpha rate, transverse F = 7.0010e+02 1/s
Alpha rate through f alone = 6.3662e+02 1/s
Beta/alpha ratio, transverse F = 1855
Beta rate, longitudinal F = 1.1755e+04 1/s
Alpha rate, longitudinal F = 1.1495e+03 1/s
Beta/alpha ratio, longitudinal F = 10.23
Critical field, V = gamma/4: 11.00 V/cm
Beta rate at twice critical = 3.1166e+08 1/s
Half width at half maximum in B = 2.737 mT
Beam speed (input) = 1.0e+04 m/s
Path length (input) = 10.0 cm
Flight time = 10.0 microseconds
Survival of beta, no proton spin = 2.31e-06
Survival of alpha, no proton spin = 0.9930
Motional field if v is across B = 5.74 V/cm
Hyperfine interval 2S1/2 = 177.64 MHz
Hyperfine interval 2P1/2 = 59.21 MHz
Crossing field, proton spin up = 0.05384 T
Crossing field, proton spin down = 0.06055 T
First-order half splitting = 3.249 mT
Rates at spin-free crossing, 0.05738 T, in 1/s:
  beta, proton up 4.850e+05, down 5.515e+05
  alpha, proton up 6.677e+02, down 7.350e+02
Rates at proton-up crossing, 0.05384 T, in 1/s:
  beta, proton up 1.290e+06, down 1.839e+05
  alpha, proton up 7.086e+02, down 7.829e+02
Rates at proton-down crossing, 0.06055 T, in 1/s:
  beta, proton up 1.858e+05, down 1.298e+06
  alpha, proton up 6.341e+02, down 6.958e+02
Survival at spin-free crossing with proton spin:
  beta, proton up 7.83e-03, down 4.03e-03
  alpha, proton up 0.9933, down 0.9927
```
